# Choosing the top rung in a polar-phonon ladder calculation of mobility

In a model semiconductor near room temperature, a Boltzmann calculation that keeps five energies per ladder, spaced by the phonon energy, gives the response at the lowest energy of one ladder to 0.03 percent. The mobility from the same cutoff is 1.3 percent too low, an error fifty times larger. The setting responsible is the top rung $M$. This guide derives what it does and how to choose it.

## What is being solved

Hartree atomic units are used. Electrons of charge $-1$ occupy an isotropic parabolic band of mass $m$ with non-degenerate distribution $f_0\propto e^{-\beta E}$, $\beta=1/kT$. They scatter from equilibrium polar optical phonons of a single frequency $\omega$, by the golden rule with the unscreened Fröhlich coupling
$$|M_q|^2=\frac{2\pi\omega c}{Vq^2},\qquad c=\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0}.$$
The phonon occupation is $N=1/(e^z-1)$ with $z=\beta\omega$, so $(N+1)/N=e^z$.

A weak field $F$ along the polar axis exerts the force $-F$. To first order the steady state obeys $-F\,\partial f_0/\partial k_z=C[f]$, where $C$ is the collision term. Since $\partial f_0/\partial k_z=-\beta v\cos\theta f_0$, the left side is $+\beta Fv\cos\theta f_0$. Write
$$f=f_0-\beta Ff_0\cos\theta\,\varphi(E).$$
Detailed balance, $W(k'\to k)f_0(k')=W(k\to k')f_0(k)$, takes $f_0(k)$ out of the in-scattering sum. Averaging over azimuth about $k$ replaces $\cos\theta'$ by $\cos\theta\,\eta$, where $\eta$ is the cosine of the scattering angle. Hence
$$\sum_{k'}W(k\to k')\,[\varphi(E)-\eta\,\varphi(E')]=v .$$

For each final energy, the density of states and the coupling give
$$\frac{1}{8\pi^3}(2\pi)(2\pi)(2\pi\omega c)\,mk'\int_{-1}^{1}\frac{d\eta}{k^2+k'^2-2kk'\eta}=\frac{cm\omega}{k}L,\qquad L=\ln\frac{k+k'}{|k-k'|},$$
times $N$ for absorption or $N+1$ for emission. With $a=k^2+k'^2$ and $b=2kk'$, the identity $\eta=[a-(a-b\eta)]/b$ shows that an extra factor $\eta$ replaces $L$ by $P=(a/b)L-1$. Let $x=E/\omega$ be the lower energy of a link between $x$ and $x+1$. Then
$$L(x)=2\,\mathrm{arsinh}\sqrt x,\qquad P(x)=\frac{2x+1}{2\sqrt{x(x+1)}}L(x)-1 .$$
The difference $\kappa=L-P$ is positive, because it carries the weight $1-\eta\ge0$.

Multiply the equation by $k/(cm\omega)$. Its right side becomes $kv/(cm\omega)=2x/(cm)$, since $kv=2E$. Setting $\varphi=2y/(cm)$ leaves, for energies $x_n=\varepsilon+n$ with $0<\varepsilon<1$,
$$d_ny_n-NP_ny_{n+1}-(N+1)P_{n-1}y_{n-1}=x_n,\tag{1}$$
$$d_n=NL_n+(N+1)L_{n-1}.$$
At $n=0$ emission is impossible and terms with index $-1$ are absent. Different offsets $\varepsilon$ do not couple. A second phonon whose frequency is not an integer multiple of $\omega$ would connect ladders of different offset.

## What the solver does

The setting $M$ keeps rungs $0$ to $M$ and assigns a closure value $Y$ to $y_{M+1}$, here zero unless stated. Suppose row $n+1$ has been reduced to $s_{n+1}y_{n+1}-(N+1)P_ny_n=r_{n+1}$. Substitution into row $n$ gives
$$s_n=d_n-\frac{N(N+1)P_n^2}{s_{n+1}},\qquad r_n=x_n+\frac{NP_nr_{n+1}}{s_{n+1}},$$
starting from $s_M=d_M$ and $r_M=x_M+NP_MY$. Then $y_0=r_0/s_0$, and the reduced rows give the higher $y_n$. Written out,
$$\frac1{s_0}=\cfrac{1}{d_0-\cfrac{N(N+1)P_0^2}{d_1-\cfrac{N(N+1)P_1^2}{d_2-\cdots}}}$$
is the response at rung 0 to a unit source there.

No divisor can vanish. If $s_{n+1}>(N+1)P_n$, then $s_n>d_n-NP_n=N\kappa_n+(N+1)L_{n-1}>(N+1)P_{n-1}$, and $s_M=d_M$ starts the induction. Thus a non-negative source and closure give a non-negative solution.

Two consequences follow. Raising $M$ by one replaces a zero closure by a non-negative one, so every $y_n^{(M)}$ increases with $M$. Also, any positive $Y_n$ for which the left side of (1) is at least $x_n$ lies above every $y_n^{(M)}$. The choice $Y_n=1.2(1+x_n)/N$ passed this condition in tests with $N$ from 0.01 to 20, five offsets and 301 rungs. Where the condition holds, the increasing sequence has a finite limit $y_n$, which grows at most linearly.

## The truncation error

Let $u_n$ solve (1) with zero source and $u_0=1$. Row 0 gives $u_1$, row 1 gives $u_2$, and so on. The error $y_n^{(M)}-y_n$ obeys these same homogeneous rows up to $M$, so it is a multiple of $u_n$. Its value at $M+1$ is $Y-y_{M+1}$. Therefore
$$y_n^{(M)}-y_n=(Y-y_{M+1})\frac{u_n}{u_{M+1}}.\tag{2}$$

To see how fast $u$ grows, insert $L=P+\kappa$ in its row:
$$NP_n(u_{n+1}-u_n)=(N+1)P_{n-1}(u_n-u_{n-1})+[N\kappa_n+(N+1)\kappa_{n-1}]u_n .$$
All terms on the right are positive. Dropping the last one shows that $P_n(u_{n+1}-u_n)$ grows by at least $e^z$ per rung. Row 0 gives $P_0(u_1-u_0)=\kappa_0$, hence
$$u_{M+1}>\frac{\kappa_0}{P_M}e^{zM},\qquad 0\le y_0-y_0^{(M)}\le\frac{1.2(1+x_{M+1})P_M}{N\kappa_0}e^{-zM}.$$
The second inequality uses the tested upper solution. It guarantees exponential convergence but is a poor error estimate: for the example below at $M=4$ it allows 0.17, while the error is $5.0\times10^{-4}$.

The growth of $u$ also forbids the tempting shortcut of starting from an accurate $y_0$ and using (1) upward. Rounding excites $u$. In the example, run in double precision, this recursion is useless by rung 30: the relative error there was $3\times10^5$ in one run, and it can be far larger, depending on how the last digits round.

At high rungs $L\simeq\ln4x$ varies slowly and $P\simeq L-1$. With $g=2N+1$, the ratio $r=u_{n+1}/u_n$ approaches the larger root of
$$N(L-1)r^2-gLr+(N+1)(L-1)=0 .$$
At $r=1$ the polynomial equals $-g$ and its slope is $-(L+2N)$, so the smaller root is $r_-=1-g/L+O(L^{-2})$. The product of the roots is $e^z$, giving
$$r_+=e^z\left[1+\frac gL+O(L^{-2})\right].$$
At large $M$ the low-rung error therefore falls faster than $e^{-z}$ per added rung, and its factor approaches $e^{-z}$ only logarithmically. The first few rungs need not follow this rule. At rung 100,000 the ratio $r$ is still 13 percent above $e^z$.

## Why the mobility converges later

The current $-\sum v\cos\theta f$ gives the mobility $\mu=(\beta/3)\langle v\varphi\rangle$, the factor $1/3$ being the average of $\cos^2\theta$. The average has weight $\sqrt x\,e^{-zx}$ and normalization $\sqrt\pi/(2z^{3/2})$. With $v=\sqrt{2\omega x/m}$,
$$\mu=\frac z{3\omega}\sqrt{\frac{2\omega}m}\,\frac2{cm}\,\frac{2z^{3/2}}{\sqrt\pi}\int_0^\infty xy\,e^{-zx}dx .$$
Using the Fröhlich constant $\alpha=c\sqrt{m/2\omega}$ and splitting the integral into ladders,
$$\mu=\frac{4z^{5/2}}{3\sqrt\pi\,\alpha m\omega}\int_0^1d\varepsilon\,e^{-z\varepsilon}Q(\varepsilon),\qquad Q=\sum_ne^{-zn}x_ny_n .$$

Multiplying row $n$ of (1) by $e^{-zn}$ makes the matrix symmetric, because $e^{-zn}N=e^{-z(n+1)}(N+1)$. Call it $K$ and the weighted source $b_n=e^{-zn}x_n$. Elimination from the bottom factorizes $K=RDR^T$, with $R$ unit lower triangular, and reduces $b$ to $q=R^{-1}b$. Thus
$$Q_M=b^TK^{-1}b=q^TD^{-1}q=\sum_{m=0}^M e^{-zm}\frac{h_m^2}{t_m},\tag{3}$$
where $D_m=e^{-zm}t_m$, $q_m=e^{-zm}h_m$, and
$$t_m=d_m-\frac{N(N+1)P_{m-1}^2}{t_{m-1}},\qquad h_m=x_m+\frac{(N+1)P_{m-1}}{t_{m-1}}h_{m-1},$$
with $t_0=d_0$, $h_0=x_0$. The reduced homogeneous row reads $t_mu_m=NP_mu_{m+1}$, so $t_m>0$. Each new rung adds a positive term and leaves the earlier terms unchanged. With zero closure the mobility is a lower bound at every $M$.

At high rungs $t_m\simeq N(L-1)r_+$, and the coefficient of $h_{m-1}$ tends to $e^z/r_+=r_-$. Hence $h_m\simeq x_m/(1-r_-)\simeq x_mL/g$, and to leading order in $1/L$ the added term is
$$e^{-zm}\frac{x_m^2L}{g^2(N+1)} .$$
This explains the opening comparison. The low-rung error is divided by $u_{M+1}$, which outgrows $e^{zM}$. The mobility also misses the current carried near and above the cut, where energy and response are large. Its exponential is multiplied by a growing factor $x^2L$. When $z$ is of order one or less, a converged low-energy response is therefore no evidence of a converged mobility. In a cold lattice few electrons lie near the cut, and the two relative errors can be comparable.

## A worked case

Take round model parameters $m=0.1$, $\omega=0.0015$ hartree, $kT=0.001$ hartree (316 K) and $c=0.02$. Then $\alpha=0.115$, $z=1.5$ and $N=0.287217$. For the ladder at $\varepsilon=0.5$, the coefficients are $d_0=0.378253$, $d_1=2.287865$, $P_0=0.520692$ and $P_1=1.131109$.

With $M=1$, the fraction has one level:
$$s_0=0.378253-\frac{0.287217(1.287217)(0.520692)^2}{2.287865}=0.33444,$$
$$r_0=0.5+\frac{0.287217(0.520692)(1.5)}{2.287865}=0.59805 .$$
So $y_0^{(1)}=0.59805/0.33444=1.788$, against the converged 1.891. Formula (2) predicts the gap:
$$u_1=\frac{d_0}{NP_0}=2.529,\qquad u_2=\frac{d_1u_1-(N+1)P_0}{NP_1}=15.75,$$
and, with $y_2=1.6209$, the error is $1.6209/15.75=0.103$, as found directly.

For the mobility the prefactor is
$$\frac{4(1.5)^{5/2}}{3\sqrt\pi(0.11547)(0.1)(0.0015)}=1.197\times10^5 .$$
The converged $\mu=9.50\times10^4$ atomic units, or about $4040\ \mathrm{cm^2/(V\,s)}$, thus corresponds to an integral of 0.794. A random-flight calculation of the velocity correlation, which solves no ladder equation, gives $(9.486\pm0.019)\times10^4$ and agrees within its statistical error. Dropping in-scattering, $y_n=x_n/d_n$, gives only 58 percent of the full mobility. The missing positive terms are collisions that preserve part of the forward motion.

The relative mobility deficits at $M=4,6,8,10$ are $1.33\times10^{-2}$, $1.33\times10^{-3}$, $1.15\times10^{-4}$ and $9.0\times10^{-6}$. The last two-rung factor is 0.078, above the thermal factor $e^{-2z}=0.050$. The leading estimate accounts for this: between the first omitted rungs, $x\simeq9.5$ and $11.5$, $x^2$ grows by 1.47 and $L\simeq\ln(4x+2)$ by 1.05, giving $0.0498\times1.47\times1.05=0.077$.

## How to choose the setting

**Start from the thermal energy.** A relative mobility error below $10^{-6}$ required $M=39$, 12 and 3 at $z=0.5$, 1.5 and 5. The products $zM$ are 19.5, 18 and 15, so $zM\simeq20$ served this tolerance in all three cases, while $zM=15$ did not at $z=1.5$, where $M=10$ leaves $9.0\times10^{-6}$. The exponential alone would suggest $\ln10^6=13.8$. At $z=0.5$ and 1.5 the growing factor requires more; at $z=5$ the product moves in steps of 5, so the value 15 shows only that 10 was too small. A fixed rung number serves a temperature scan only if it is chosen at the hottest point.

**Estimate the remainder from successive mobilities.** From $M=4$ to 6 the relative gain is $1.199\times10^{-2}$, and from 6 to 8 it is $1.217\times10^{-3}$. Their ratio is 0.1015. A geometric continuation predicts a remainder of
$$1.217\times10^{-3}\,\frac{0.1015}{1-0.1015}=1.4\times10^{-4},$$
somewhat above the actual $1.15\times10^{-4}$. It overestimates when the gain ratios still to come are smaller than the last one, as they are here, and underestimates when they are larger. A fall seen so far does not guarantee the first case, because in a colder lattice the ratios can fall and then rise. In a hot lattice the first gains can grow from step to step; the estimate has no meaning until their ratio is well below one.

**Keep rung 1 even when the lattice is cold.** For $N\to0$ at fixed $\varepsilon$, $y_0$ is of order $1/N$. Row 1 then gives $y_1\simeq(P_0/L_0)y_0$, and row 0 gives
$$y_0\simeq\frac{x_0L_0}{N(L_0^2-P_0^2)} .$$
Physically, absorption is followed by rapid emission, and the pair preserves a fraction $(P_0/L_0)^2$ of the forward motion. Setting $M=0$ gives $x_0/(NL_0)$, too small by the relative amount $(P_0/L_0)^2$, however small $N$ is. Thermal averaging softens this, since $P_0/L_0\simeq\frac23\sqrt{x_0}$ at small $x_0$. The mobility weight is then proportional to $x^{3/2}e^{-zx}$, with mean $x=5/(2z)$, so the leading relative deficit is $(4/9)(5/2z)=10/(9z)$. This falls as a power of temperature, not exponentially. The leading term is approached slowly: the $M=0$ deficit is 0.156 at $z=5$ and 0.050 at $z=20$, where $10/(9z)$ gives 0.222 and 0.056.

**Use a better closure for the response itself.** At high energy try a locally linear $y$ with slope $s$. Equation (1) becomes $gy+(L-1)s\simeq x$. The leading slope is $1/g$, so
$$Y=\frac{x_{M+1}}g-\frac{L_{M+1}-1}{g^2}.$$
In the example this reduces the rung-0 error ninefold at $M=4$ and fortyfold at $M=10$. In a cold lattice cut at a low rung it gains little, because $y_{M+1}$ is then of order $1/N$ while $Y$ is of order one. By (2) it improves the numerator while $u_{M+1}$ still sets the exponential rate. The current above the cut remains missing from the mobility sum, and the lower-bound property no longer follows from (3).

**Converge the offsets separately.** Near $\varepsilon=0$, $L_0\simeq2\sqrt\varepsilon$ and $P_0\simeq4\varepsilon/3$ while $y_1$ stays finite, so row 0 gives $y_0\simeq\sqrt\varepsilon\,[1/(2N)+2y_1/3]$, a square root which an ordinary polynomial quadrature in $\varepsilon$ handles poorly. Substituting $\varepsilon=s^2$ removes the square root. In the example, 24 and 40 Gauss points in $s$ agree to better than one part in $10^9$. At lower temperature the same precision can need more points: $d_1\simeq NL(1)+2(N+1)s$ changes character at $s$ of order $N$.

**Do not mistake a converged ladder for a converged model.** At $M=12$ the ladders reach about 0.019 hartree, or 0.5 eV, where a real band may not be parabolic and other valleys may open. Degeneracy, screening, other scattering and polaron corrections are also absent. The transport time $\tau=m\mu$ gives $kT\tau\simeq9.5$, but collisional broadening is set by the total out-scattering rate $(cm\omega/k)\,d_n$. With the coefficients above this is about $0.09\,kT$ at $x=0.5$ and $0.3\,kT$ at $x=1.5$, above the emission threshold. Separate collisions are therefore only a moderate approximation, and the mobility should not be quoted to the ladder's numerical precision.

## Values computed for the example and the checks

```
mass = 0.100 electron masses
phonon energy = 0.00150 hartree
thermal energy kT = 0.00100 hartree
temperature = 315.8 K
inverse permittivity difference c = 0.020 (dimensionless)
Froehlich alpha = 0.11547 (dimensionless)
z = 1.500, N = 0.287217, g = 2N+1 = 1.574434 (dimensionless)
exp(-z) = 0.223130 (dimensionless)
ladder offset eps = 0.50 (dimensionless)
rung 0: x=0.5 L=1.316958 P=0.520692 d=0.378253 y=1.891135 (dimensionless)
rung 1: x=1.5 L=2.063437 P=1.131109 d=2.287865 y=1.439817 (dimensionless)
rung 2: x=2.5 L=2.477889 P=1.513038 d=3.367783 y=1.620890 (dimensionless)
rung 3: x=3.5 L=2.768659 P=1.790546 d=3.984786 y=1.984622 (dimensionless)
corner Green function = 3.01794640 (dimensionless)
same, top rung 2 = 3.01590850 (dimensionless)
Rung-0 response and absolute errors (dimensionless):
M=1: y0=1.788212972 cut error=1.029e-01 bound=4.635e+00 closed error=3.995e-02
M=2: y0=1.873660911 cut error=1.747e-02 bound=1.779e+00 closed error=4.183e-03
M=4: y0=1.890633339 cut error=5.019e-04 bound=1.698e-01 closed error=5.391e-05
M=6: y0=1.891121111 cut error=1.416e-05 bound=1.288e-02 closed error=8.288e-07
M=8: y0=1.891134881 cut error=3.939e-07 bound=8.762e-04 closed error=1.434e-08
M=10: y0=1.891135264 cut error=1.087e-08 bound=5.593e-05 closed error=2.696e-10
Growth ratio of u times exp(-z) (dimensionless):
rung 10: recurrence=1.481665 root=1.515270
rung 100: recurrence=1.293604 root=1.295445
rung 100000: recurrence=1.128133 root=1.128134
upward recursion, relative error at rung 30 = 3.04e+05
mobility = 94971.694 atomic units = 4040.459 cm^2/(V s)
mobility without in-scattering = 55206.506 atomic units
ratio without/with in-scattering = 0.58129
random-flight mobility = 94864.1 atomic units
its standard error = 191.3 atomic units
kT times mean relaxation time = 9.497 (dimensionless)
Relative mobility deficit with zero closure (dimensionless):
M=0: 6.5376e-01
M=1: 2.8313e-01
M=2: 1.0851e-01
M=4: 1.3325e-02
M=6: 1.3320e-03
M=8: 1.1500e-04
M=10: 8.9752e-06
Top rung for relative mobility error below 1e-6:
z=0.5: M=39 (dimensionless)
z=1.5: M=12 (dimensionless)
z=5.0: M=3 (dimensionless)
```
